# The Position Operator in a Hydrogenic Shell and the Runge-Lenz Vector

## What symmetry fixes

An electron moves in the potential $-Z/r$ of a fixed point charge, without spin or relativity. In Hartree atomic units

$$H=\frac{p^2}{2}-\frac Zr,\qquad [r_i,p_j]=i\delta_{ij},\qquad E_n=-\frac{Z^2}{2n^2}.$$

Let $P_n$ project on the bound shell $n$. The operator $P_n\mathbf rP_n$ is a vector, odd under parity and even under time reversal. The Runge-Lenz vector

$$\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\frac{\mathbf r}{r},\qquad \mathbf L=\mathbf r\times\mathbf p,$$

has the same symmetries. Setting $\mathbf r=\boldsymbol\rho/Z$ turns $H$ into $Z^2$ times a Hamiltonian free of $Z$, so projected lengths scale as $1/Z$. The dimensionless vector on the shell is

$$\mathbf K=\frac{\mathbf A}{\sqrt{-2E_n}}=\frac nZ\mathbf A .$$

Symmetry therefore suggests $P_n\mathbf rP_n=(c/Z)\mathbf KP_n$. Rotations alone would still allow $c$ to differ for each pair $l,l-1$. That $c$ is one number for the whole shell, and its value, must come from the dynamics.

**Theorem.** Under these assumptions,

$$\boxed{P_n\mathbf rP_n=-\frac{3n}{2Z}\,\mathbf K\,P_n}$$

With the opposite convention $\mathbf A'=-\mathbf A$ the sign is plus. Classically, the $\mathbf A$ used here points to the pericentre.

Repeated indices are summed, $\{a,b\}=ab+ba$, and $D=\mathbf r\cdot\mathbf p$. Two reordering rules recur:

$$\mathbf p\cdot\mathbf r=D-3i,\qquad Dp_k=p_kD+ip_k. \tag{1}$$

For a function $f(\mathbf r)$, $[f,p_j]=i\partial_jf$, and hence

$$[p^2/2,f]=-\tfrac i2\{p_j,\partial_jf\}. \tag{2}$$

## Lemma 1: two forms of A

Define $S_k=p_jr_kp_j$ and $B_k=\frac12[(\mathbf p\cdot\mathbf r)p_k+p_kD]$. Then

$$A_k=S_k-B_k-Z\frac{r_k}{r}=r_kp^2-p_kD-Z\frac{r_k}{r}. \tag{3}$$

*Proof.* Contracting the two antisymmetric symbols without moving any operator gives

$$(\mathbf p\times\mathbf L)_k=p_ar_kp_a-p_ar_ap_k.$$

Its adjoint is $-(\mathbf L\times\mathbf p)_k=p_ar_kp_a-p_kr_ap_a$. Half the sum is $S_k-B_k$.

Moving $r_k$ left or right gives $S_k=r_kp^2-ip_k=p^2r_k+ip_k$, so also $S_k=\frac12\{p^2,r_k\}$. By (1), $(\mathbf p\cdot\mathbf r)p_k=p_kD-2ip_k$, and thus $B_k=p_kD-ip_k$. In $S_k-B_k$ the terms $ip_k$ cancel. ∎

## Lemma 2: A is conserved

*Proof that $[H,\mathbf A]=0$.* Let $Q_{kj}=\partial_j(r_k/r)=(r^2\delta_{kj}-r_kr_j)/r^3$. By (2),

$$[p^2/2,-Zr_k/r]=\tfrac{iZ}{2}\{p_j,Q_{kj}\}.$$

Both $\mathbf p$ and $\mathbf L$ commute with $p^2$. For the potential, $\mathbf L$ commutes with $1/r$, while $[-Z/r,p_a]=iZr_a/r^3$. Therefore

$$\left[-\frac Zr,\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)_k\right]
=\frac{iZ}{2}\left(\frac{\mathbf r}{r^3}\times\mathbf L-\mathbf L\times\frac{\mathbf r}{r^3}\right)_k .$$

Since $[\mathbf r\times(\mathbf r\times\mathbf p)]_k=r_kr_jp_j-r^2p_k$, the first term in the bracket is $-Q_{kj}p_j$. The second is its adjoint, $-p_jQ_{kj}$. The result cancels the kinetic contribution. ∎

For a shell state $\psi$, $\mathbf A\psi$ is bounded at the nucleus and decays exponentially. Its second derivatives grow there no faster than $1/r^2$, so they contain no point source. Hence each component of $\mathbf A\psi$ is either zero or again an eigenfunction of energy $E_n$, and $P_n\mathbf AP_n=\mathbf AP_n$.

## Lemma 3: the identity that fixes the coefficient

Let

$$G_k=\tfrac12\{F_{kj},p_j\},\qquad F_{kj}=2r^2\delta_{kj}-r_kr_j .$$

Then

$$i[H,G_k]=2\{H,r_k\}-3A_k. \tag{4}$$

*Proof.* Differentiation gives $\partial_lF_{kj}=4r_l\delta_{kj}-\delta_{lk}r_j-r_k\delta_{lj}$. With (2),

$$i[p^2/2,G_k]=\tfrac14\big(\{p_l,\partial_lF_{kj}\}p_j+p_j\{p_l,\partial_lF_{kj}\}\big).$$

The three terms of $\partial_lF_{kj}$ contribute as follows.

- The first gives $(2D-3i)p_k+p_k(2D-3i)=4p_kD-4ip_k=4B_k$.
- The second gives $-\frac14(p_kr_jp_j+r_jp_kp_j+p_jp_kr_j+p_jr_jp_k)$. By (1), the four products are $p_kD$ plus $0$, $ip_k$, $-3ip_k$ and $-2ip_k$. Their sum is $4B_k$, so the contribution is $-B_k$.
- The third gives $-\frac14(2S_k+r_kp^2+p^2r_k)=-S_k$.

The kinetic total is $3B_k-S_k$. For the potential, $i[-Z/r,p_j]=-Zr_j/r^3$ and $F_{kj}r_j=r^2r_k$, so it contributes $-Zr_k/r$.

On the right of (4), $2\{H,r_k\}=2S_k-4Zr_k/r$. Subtracting $3A_k$ from (3) leaves $3B_k-S_k-Zr_k/r$, the same operator. ∎

## Proof of the theorem

Let $\phi,\psi$ belong to shell $n$. Because $\partial_jF_{kj}=4r_k-4r_k=0$, $G_k\psi=-iF_{kj}\partial_j\psi$. Bound functions are polynomials in $r_i$ and $r$ times an exponential. It follows that $G_k\psi$ decays exponentially and has bounded second derivatives near the nucleus. It lies in the domain of $H$, and $H$ may act on the bra without a boundary term:

$$\langle\phi|[H,G_k]|\psi\rangle=(E_n-E_n)\langle\phi|G_k|\psi\rangle=0.$$

In (4), each ordering of $H$ and $r_k$ gives $E_n$, so

$$0=4E_nP_nr_kP_n-3A_kP_n .$$

Substituting $E_n=-Z^2/(2n^2)$ and $A_k=(Z/n)K_k$,

$$P_nr_kP_n=\frac{3}{4E_n}A_kP_n=-\frac{3n^2}{2Z^2}A_kP_n=-\frac{3n}{2Z}K_kP_n. \qquad∎$$

The argument uses three properties of the Coulomb problem: identity (4), whose potential term was computed for $-Z/r$; one energy for the whole shell; and a conserved $\mathbf A$, which allows $P_nA_kP_n$ to be written as $A_kP_n$. A screened core potential breaks all three, and the theorem no longer applies.

## The Kepler average

Classically, take $\mathbf G=2r^2\mathbf p-(\mathbf r\cdot\mathbf p)\mathbf r$. With $\dot{\mathbf r}=\mathbf p$ and $\dot{\mathbf p}=-Z\mathbf r/r^3$,

$$\dot{\mathbf G}=3(\mathbf r\cdot\mathbf p)\mathbf p-p^2\mathbf r-Z\frac{\mathbf r}{r}=4E\mathbf r-3\mathbf A .$$

On a closed orbit $\mathbf G$ returns to its initial value, so the time average of the left side is zero. With $a=-Z/(2E)$ and $\mathbf e=\mathbf A/Z$,

$$\overline{\mathbf r}=\frac{3\mathbf A}{4E}=-\frac32a\,\mathbf e .$$

At the pericentre $r_p=a(1-e)$ the momentum is perpendicular to $\mathbf r$. There $\mathbf A=(r_pp^2-Z)\hat{\mathbf r}=(Z+2Er_p)\hat{\mathbf r}=Ze\,\hat{\mathbf r}$, which confirms the direction of $\mathbf A$ and that $|\mathbf e|=e$. The minus sign says that the mean position lies on the apocentre side, where the particle moves slowly. A circular orbit has zero mean displacement.

Setting $a=n^2/Z$ and $\mathbf K=n\mathbf A/Z$ gives $\overline{\mathbf r}=-(3n/2Z)\mathbf K$, with the same coefficient as the theorem. Projection on a shell takes the place of the orbit average.

## Lemma 4: why this scaling is natural

On the shell, $[K_i,K_j]=i\epsilon_{ijk}L_k$.

*Proof.* Write $A_i=U_i-Zr_i/r$ with $U_i=r_ip^2-p_iD$, and $\Lambda_{ij}=r_ip_j-r_jp_i=\epsilon_{ijk}L_k$. The ingredients are

$$[r_ip^2,r_jp^2]=-2i\Lambda_{ij}p^2,\qquad [p_iD,p_jD]=0,$$

$$[r_ip^2,p_jD]=i\delta_{ij}p^2D-ip_jr_ip^2 .$$

The last uses $[r_i,D]=ir_i$ and $[p^2,D]=-2ip^2$. Since $p_jr_i-p_ir_j=\Lambda_{ij}$,

$$[U_i,U_j]=-2i\Lambda_{ij}p^2+i\Lambda_{ij}p^2=-i\Lambda_{ij}p^2 .$$

For the cross terms, $D$ commutes with $r_j/r$, so

$$[U_i,r_j/r]=r_i[p^2,r_j/r]+iQ_{ij}D,$$

$$[p^2,r_j/r]=\frac{2r_j}{r^3}-2i\left(\frac1r\,p_j-\frac{r_j}{r^3}\,D\right).$$

Terms symmetric in $i,j$ drop out on antisymmetrization, leaving $-2i\Lambda_{ij}/r$. Multiplication by $-Z$ gives $2iZ\Lambda_{ij}/r$. Altogether $[A_i,A_j]=-2iH\Lambda_{ij}$. Multiplying by $n^2/Z^2$ and setting $H=E_n$ gives the claim. ∎

**Corollary.** The eigenvalues of $P_nzP_n$ within the shell are $3nq/(2Z)$, for $q=-(n-1),\ldots,n-1$, with multiplicity $n-|q|$.

*Proof.* Since $\mathbf K$ is a vector, $[L_i,K_j]=i\epsilon_{ijk}K_k$. Then $\mathbf M=(\mathbf L+\mathbf K)/2$ and $\mathbf N=(\mathbf L-\mathbf K)/2$ are commuting angular momenta. The second form in (3), with $L_kr_k=L_kp_k=0$, gives $\mathbf L\cdot\mathbf K=0$; its adjoint gives $\mathbf K\cdot\mathbf L=0$. Hence $M^2-N^2=\frac12(\mathbf L\cdot\mathbf K+\mathbf K\cdot\mathbf L)=0$, and both have the same quantum number $j$.

A block with given $j$ contains $l=0,\ldots,2j$ once each, because $\mathbf L=\mathbf M+\mathbf N$. The shell contains $l=0,\ldots,n-1$ once each, so it is a single block with $2j=n-1$. The eigenvalues of $K_z=M_z-N_z$ are differences of two projections, which gives $q$ and its multiplicity. The spectrum is symmetric, so the minus sign in the theorem does not change it. ∎

Lemma 4 also implies

$$[P_nxP_n,P_nyP_n]=i\left(\frac{3n}{2Z}\right)^2L_zP_n .$$

Projected coordinates need not commute, although $x$ and $y$ do, because projection removes the intermediate states in other shells and in the continuum.

## Example: Z = 2, n = 3

The predicted factor is $3n/(2Z)=9/4=2.25$ bohr. Take radial functions positive near the nucleus and angular functions positive along $+z$. The nonzero elements between the $m=0$ states are:

| Pair | $z$ (bohr) | $K_z$ | $z/K_z$ (bohr) |
|---|---:|---:|---:|
| 3s, 3p | −3.6742 | 1.6330 | −2.2500 |
| 3p, 3d | −2.5981 | 1.1547 | −2.2500 |

The ratio is the same for both pairs, which rotational symmetry alone did not require. This three-state block has eigenvalues $0$ and $\pm\sqrt{3.6742^2+2.5981^2}=\pm4.500$ bohr. The largest displacement, $4.500$ bohr or $238.1$ pm, equals $2.25\times2$, as the corollary requires for $q=2$. The largest eigenvalue of $A_z/Z$ is $0.6667$. Used as an eccentricity with $a=9/2=4.5$ bohr, it gives $\frac32\times4.5\times0.6667=4.500$ bohr, the same length.

In the 3s state the full $\langle z^2\rangle$ is $17.25$ bohr². The part that passes through states of the same shell is $3.6742^2=13.50$ bohr². The remaining $3.75$ bohr², about 22% of the full value, comes from other shells and the continuum. The theorem therefore cannot be squared to obtain the full $\langle z^2\rangle$.

For $l=m=2$, the commutator of projected $x$ and $y$ has expectation value $i\times2.25^2\times2=10.125\,i$ bohr².

A classical orbit with the same energy, $-0.2222$ hartree, and eccentricity $0.6$ has its pericentre at $x=4.5\times0.4=1.80$ bohr and $A_x=2\times0.6=1.20$. Integrating Newton's equation over one period gives a mean $x$ of $-4.050$ bohr, in agreement with $-\frac32\times4.5\times0.6$. The numerical check also tests the operator identities and the shell matrices from explicit wavefunctions.

## Calculated quantities

```
Nuclear charge Z: 2
Shell n: 3
Shell energy: -0.222222 hartree
Predicted factor 3n/(2Z): 2.2500 bohr
<3s|z|3p0>: -3.674235 bohr
<3s|K_z|3p0>: 1.632993 (dimensionless)
Ratio z/K_z, 3s-3p0: -2.250000 bohr
<3p0|z|3d0>: -2.598076 bohr
<3p0|K_z|3d0>: 1.154701 (dimensionless)
Ratio z/K_z, 3p0-3d0: -2.250000 bohr
Eigenvalues of projected z, in bohr:
  -4.5000, -2.2500, -2.2500, 0.0000, 0.0000, 0.0000, 2.2500, 2.2500, 4.5000
Largest eigenvalue of projected z: 4.500000 bohr
The same length: 238.13 pm
Largest eigenvalue of A_z/Z: 0.666667 (dimensionless)
Full <z^2> in 3s: 17.250000 bohr^2
Part of <z^2> kept in the shell: 13.500000 bohr^2
Im <[PxP,PyP]> in the state l=2, m=2: 10.125000 bohr^2
Classical semi-major axis a: 4.5000 bohr
Classical eccentricity e: 0.6000 (dimensionless)
Classical period: 42.411501 atomic units of time
Classical A_x: 1.200000 atomic units
Pericentre x from the integrated orbit: 1.800000 bohr
Time average of x from the integrated orbit: -4.050000 bohr
3A_x/(4E) for that orbit: -4.050000 bohr
```
